# Bead number and stiffest ring-polymer mode for an O-H stretch: a numerical check

```python
"""Bead number and stiffest mode in primitive path-integral dynamics.

Result under test, for a harmonic mode of angular frequency w:
  x = beta*hbar*w, a = x/P, 2*sinh(u/2) = a,
  E_P = (hbar*w/2) * coth(P*u/2) / sqrt(1 + a^2/4),
so for x >> 1 the P-bead energy is low by 1 - 1/sqrt(1 + a^2/4),
which is 1 - 2/sqrt(5) at P = x. The free ring polymer has modes
2*w_P*sin(pi*k/P), with w_P = P/(beta*hbar); for even P the largest is 2*w_P.
Convention: physical bead masses, full potential on each bead, temperature P*T.
Reduced units in the grid work: hbar = m = w = 1, so beta equals x.
"""
import numpy as np
from scipy import constants as sc

temperature = 300.0          # K
stretch = 3700.0             # cm^-1, round model value
well_depth_hartree = 0.2     # round model value for the Morse test
beads = 32

cm_to_hz = 100.0 * sc.c
kt_cm = sc.k * temperature / (sc.h * cm_to_hz)
x = stretch / kt_cm
beta_hbar_fs = sc.hbar / (sc.k * temperature) * 1e15
hartree_cm = sc.physical_constants["hartree-inverse meter relationship"][0] / 100
depth = well_depth_hartree * hartree_cm / stretch    # in units of hbar*w


def spring_matrix(n):
    """Second derivatives of sum_j (q_j - q_{j+1})^2 / 2 on a ring."""
    bond = np.eye(n) - np.roll(np.eye(n), 1, axis=1)
    return bond.T @ bond


def closed_energy(beta, n):
    a = beta / n
    u = 2 * np.arcsinh(a / 2)
    return 0.5 / np.tanh(n * u / 2) / np.sqrt(1 + a * a / 4)


def mode_sum_energy(beta, n):
    """Potential energy by equipartition over coupled modes, doubled."""
    a2 = (beta / n) ** 2
    eig = np.linalg.eigvalsh(spring_matrix(n))
    return np.sum(a2 / (a2 + eig)) / beta


# Grid for density matrices and for reference energies
dq = 0.05
q = np.arange(-7.0, 12.0 + dq / 2, dq)
difference = q[:, None] - q[None, :]
harmonic = 0.5 * q**2
alpha = 1 / np.sqrt(2 * depth)
morse = depth * (1 - np.exp(-alpha * q)) ** 2


def log_partition(potential, beta, n):
    tau = beta / n
    half = np.exp(-tau * potential / 2)
    kernel = np.exp(-difference**2 / (2 * tau)) / np.sqrt(2 * np.pi * tau)
    eig = np.linalg.eigvalsh(dq * half[:, None] * kernel * half[None, :])
    return np.log(np.sum(eig**n))


def grid_bead_energy(potential, beta, n, step=1e-3):
    upper = log_partition(potential, beta + step, n)
    lower = log_partition(potential, beta - step, n)
    return -(upper - lower) / (2 * step)


def quantum_energy(potential, beta):
    """Thermal energy from diagonalization in a sinc grid basis."""
    index = np.arange(q.size)
    gap = index[:, None] - index[None, :]
    safe = np.where(gap == 0, 1, gap)
    kinetic = np.where(gap == 0, np.pi**2 / 6, (-1.0) ** np.abs(gap) / safe**2)
    levels = np.linalg.eigvalsh(kinetic / dq**2 + np.diag(potential))
    weight = np.exp(-beta * (levels - levels[0]))
    return np.sum(weight * levels) / np.sum(weight)


# Free-mode spectrum, even and odd rings
for n in (31, 32):
    numeric = np.linalg.eigvalsh(spring_matrix(n))
    formula = np.sort(4 * np.sin(np.pi * np.arange(n) / n) ** 2)
    assert np.allclose(numeric, formula, atol=1e-11)
odd_top = np.sqrt(np.linalg.eigvalsh(spring_matrix(31))[-1])
assert abs(odd_top - 2 * np.cos(np.pi / 62)) < 1e-11
top_factor = np.sqrt(np.linalg.eigvalsh(spring_matrix(beads))[-1])
assert abs(top_factor - 2) < 1e-11
free_top = top_factor * beads * kt_cm

# Closed energy against density matrices on a grid, warm and cold cases
for beta, n in ((3.0, 4), (x, 18), (x, 32), (x, 64)):
    assert abs(grid_bead_energy(harmonic, beta, n) - closed_energy(beta, n)) < 1e-5
assert abs(closed_energy(x, 1) - 1 / x) < 1e-12
exact_harmonic = quantum_energy(harmonic, x)
assert abs(exact_harmonic - 0.5 / np.tanh(x / 2)) < 1e-8
ratio_at_x = grid_bead_energy(harmonic, 18.0, 18) / quantum_energy(harmonic, 18.0)
assert abs(ratio_at_x - 2 / np.sqrt(5)) < 1e-5

# Energy rises with P; P = x separates errors above and below 1 - 2/sqrt(5)
counts = np.arange(1, 121)
errors = np.array([1 - mode_sum_energy(x, n) / exact_harmonic for n in counts])
assert np.all(np.diff(errors) < 0)
assert np.all((errors < 1 - 2 / np.sqrt(5)) == (counts > x))

# Bead number for a chosen error: direct search against the estimate
needed = []
for tolerance in (0.10, 0.05, 0.01):
    estimate = x / (2 * np.sqrt((1 - tolerance) ** -2 - 1))
    found = int(counts[np.argmax(errors < tolerance)])
    assert found == int(np.ceil(estimate))
    needed.append((tolerance, estimate, found))

# Anharmonic check with a Morse well
exact_morse = quantum_energy(morse, x)
morse_errors = {}
for n in (18, 32, 64):
    morse_errors[n] = 1 - grid_bead_energy(morse, x, n) / exact_morse
    assert abs(morse_errors[n] - errors[n - 1]) < 0.02

# Verlet stability of the ring in its well, time in units of beta*hbar
force_matrix = beads**2 * spring_matrix(beads) + x**2 * np.eye(beads)
limit = 2 / np.sqrt((2 * beads) ** 2 + x**2)


def largest_displacement(dt, steps=300):
    rng = np.random.default_rng(4)
    position = rng.normal(size=beads)
    velocity = np.zeros(beads)
    largest = 0.0
    for _ in range(steps):
        velocity -= 0.5 * dt * force_matrix @ position
        position += dt * velocity
        velocity -= 0.5 * dt * force_matrix @ position
        largest = max(largest, np.max(np.abs(position)))
    return largest


growth_below = largest_displacement(0.98 * limit)
growth_above = largest_displacement(1.02 * limit)
assert growth_below < 100 and growth_above > 1e10

coupled_top = np.sqrt(free_top**2 + stretch**2)
period_fs = 1e15 / (free_top * cm_to_hz)
print(f"Temperature: {temperature:.0f} K")
print(f"Model O-H stretch: {stretch:.0f} cm^-1")
print(f"Thermal wavenumber kT/(hc): {kt_cm:.2f} cm^-1")
print(f"x = beta*hbar*w: {x:.3f} (dimensionless)")
print(f"Thermal time beta*hbar: {beta_hbar_fs:.3f} fs")
print(f"Exact harmonic energy / (hbar*w): {exact_harmonic:.6f}")
print(f"Energy ratio at P = x = 18, from grid: {ratio_at_x:.5f}")
print(f"Energy error at P = x = 18: {100 * (1 - ratio_at_x):.2f} %")
for n in (1, 8, 18, 32, 64):
    print(f"P = {n}: a = {x / n:.4f}, harmonic energy error {100 * errors[n - 1]:.2f} %")
for tolerance, estimate, found in needed:
    print(f"Error below {100 * tolerance:.0f} %: estimate P > {estimate:.2f}, "
          f"smallest P found {found}")
print(f"Morse well depth: {well_depth_hartree:.1f} hartree")
print(f"Morse well depth / (hbar*w): {depth:.3f}")
print(f"Morse exact energy / (hbar*w): {exact_morse:.6f}")
for n, error in morse_errors.items():
    print(f"Morse energy error, P = {n}: {100 * error:.2f} %")
print(f"Spring wavenumber w_P, P = {beads}: {beads * kt_cm:.1f} cm^-1")
print(f"Stiffest free mode, P = {beads}: {free_top:.1f} cm^-1")
print(f"Stiffest mode with the well: {coupled_top:.1f} cm^-1")
print(f"Period of stiffest free mode: {period_fs:.3f} fs")
print(f"Verlet limit, free ring: {beta_hbar_fs / beads:.4f} fs")
print(f"Verlet limit, ring in well: {limit * beta_hbar_fs:.4f} fs")
print(f"Largest displacement, 0.98 of limit: {growth_below:.2f} (start scale 1)")
print(f"Largest displacement, 1.02 of limit: {growth_above:.1e} (start scale 1)")
print(f"Stiffest free mode, convention at T: {free_top / np.sqrt(beads):.1f} cm^-1")
print("success")
```

Running it gives:

```
Temperature: 300 K
Model O-H stretch: 3700 cm^-1
Thermal wavenumber kT/(hc): 208.51 cm^-1
x = beta*hbar*w: 17.745 (dimensionless)
Thermal time beta*hbar: 25.461 fs
Exact harmonic energy / (hbar*w): 0.500000
Energy ratio at P = x = 18, from grid: 0.89443
Energy error at P = x = 18: 10.56 %
P = 1: a = 17.7449, harmonic energy error 88.73 %
P = 8: a = 2.2181, harmonic energy error 33.04 %
P = 18: a = 0.9858, harmonic energy error 10.30 %
P = 32: a = 0.5545, harmonic energy error 3.64 %
P = 64: a = 0.2773, harmonic energy error 0.95 %
Error below 10 %: estimate P > 18.32, smallest P found 19
Error below 5 %: estimate P > 26.99, smallest P found 27
Error below 1 %: estimate P > 62.27, smallest P found 63
Morse well depth: 0.2 hartree
Morse well depth / (hbar*w): 11.863
Morse exact energy / (hbar*w): 0.494732
Morse energy error, P = 18: 10.31 %
Morse energy error, P = 32: 3.70 %
Morse energy error, P = 64: 0.97 %
Spring wavenumber w_P, P = 32: 6672.3 cm^-1
Stiffest free mode, P = 32: 13344.7 cm^-1
Stiffest mode with the well: 13848.1 cm^-1
Period of stiffest free mode: 2.500 fs
Verlet limit, free ring: 0.7956 fs
Verlet limit, ring in well: 0.7667 fs
Largest displacement, 0.98 of limit: 2.73 (start scale 1)
Largest displacement, 1.02 of limit: 7.4e+50 (start scale 1)
Stiffest free mode, convention at T: 2359.0 cm^-1
success
```
